\section*{Mean-field dimer rates on a one-dimensional terrace without edge barriers}

\section*{The argument under review}

The manuscript asks how soon a second-layer dimer forms on top of a one-dimensional terrace. It takes the stationary adatom density $n$, sets the local dimer rate proportional to $Dn^2$, and sums over the terrace. It defends this mean-field step by arguing that mean-field theory fails when edge barriers trap adatoms, whereas here the edge barrier vanishes, adatoms leave quickly, and their mean number is far below one. It concludes that correlations are negligible.

The premises can all hold. The question is whether the conclusion follows. It can be settled within the manuscript's own model, without appeal to any neglected process.

\section*{The model and the mean-field rate}

Adatoms occupy sites $x=1,\dots,L-1$, hop at rate $D$ in each direction, and are lost on reaching $0$ or $L$. Lengths are in lattice spacings, so $D$ is a rate. Atoms land at rate $F$ per site. Two adatoms that come to share a site, by a hop or by landing, form a stable dimer. The length $L$ is fixed.

Without reactions the stationary density obeys
\begin{equation}
D(n_{x+1}+n_{x-1}-2n_x)=-F,\qquad n_0=n_L=0 .
\label{density}
\end{equation}
The second difference of $x(L-x)$ is $-2$, so
\begin{equation}
n_x=\frac{F}{2D}x(L-x),\qquad
N=\sum_x n_x=\frac{FL(L^2-1)}{12D}.
\end{equation}
The manuscript's regime is $N\ll1$.

In mean field, an atom at $x$ hops onto a neighbouring atom at rate $D(n_{x+1}+n_{x-1})$, and a new atom lands on it at rate $F$. Equation \eqref{density} gives $D(n_{x+1}+n_{x-1})=2Dn_x-F$, and the landing term cancels:
\begin{equation}
W=\sum_x\left[n_x(2Dn_x-F)+Fn_x\right]=2D\sum_x n_x^2 .
\label{Wdef}
\end{equation}
Expanding $x^2(L-x)^2$ and using the standard power sums from $1$ to $L-1$,
\begin{align}
\sum_x x^2(L-x)^2
&=L^2\left(\tfrac{L^3}{3}-\tfrac{L^2}{2}+\tfrac L6\right)
-2L\left(\tfrac{L^4}{4}-\tfrac{L^3}{2}+\tfrac{L^2}{4}\right)\nonumber\\
&\quad+\tfrac{L^5}{5}-\tfrac{L^4}{2}+\tfrac{L^3}{3}-\tfrac{L}{30}
=\frac{L^5-L}{30},
\end{align}
so that
\begin{equation}
W=\frac{F^2(L^5-L)}{60D}.
\label{W}
\end{equation}

\section*{What this rate counts}

Consider two adatoms at $x$ and $y$ that do not react. Let $R(x,y)$ be the mean time they will spend on a shared site before one is lost. With $\Delta_x,\Delta_y$ the second differences,
\begin{equation}
D(\Delta_x+\Delta_y)R=-\delta_{xy},
\end{equation}
and $R=0$ at the ends. The function $g(x,y)=\min(x,y)\,[L-\max(x,y)]/L$ vanishes at the ends. At fixed $y$ it is linear in $x$ except at $x=y$, where its slope changes from $(L-y)/L$ to $-y/L$. Hence $\Delta_xg=-\delta_{xy}$, and by symmetry $\Delta_yg=-\delta_{xy}$. Therefore $R=g/(2D)$.

A shared visit ends when either atom hops, at total rate $4D$, so it lasts $1/(4D)$ on average. The mean number of meetings, including an initial shared site, is
\begin{equation}
M(x,y)=4D\,R(x,y)=2g(x,y).
\label{M}
\end{equation}
Now let the second atom land at rate $F$ on any site $y$. Since $\sum_y g(x,y)=x(L-x)/2$, the total rate of meetings is
\begin{equation}
F\sum_{x,y}n_xM(x,y)=F\sum_x n_x\,x(L-x)=2D\sum_xn_x^2=W .
\end{equation}
Thus $W$ is the rate of \emph{all} meetings of non-reacting adatoms. A real pair reacts at its first meeting and has no later ones. By \eqref{M}, a pair that first meets at $z$ would meet $2z(L-z)/L$ times in all. At the centre of a terrace with $L=100$ this is 50 meetings, where one dimer should be counted.

This is the gap in the argument. A small $N$ makes third atoms rare. It does not make the two atoms of a pair independent once they can react. Both the true rate and $W$ are proportional to $F^2$ in this regime, so lowering the flux cannot cure the error.

\section*{The true rate}

To leading order in $N$, a dimer requires one atom already present at $x$, a second landing at $y$, and a meeting before either is lost. If $p(x,y)$ is the probability of that meeting,
\begin{equation}
\omega=F\sum_{x,y}n_x\,p(x,y).
\label{omega}
\end{equation}
Each pair is counted once, at the landing of its later atom.

For large $L$ set $\xi=x/L$, $\eta=y/L$ and $w(t)=t(1-t)$. Then $n_x=FL^2w(\xi)/(2D)$, the double sum supplies $L^2$, and
\begin{equation}
\omega=\frac{cF^2L^4}{2D},\qquad
c=\int_0^1\!\!\int_0^1 w(\xi)p\,d\xi\,d\eta .
\label{scaled}
\end{equation}
All four hops of the pair have equal rates, so $p$ obeys Laplace's equation away from $\xi=\eta$. It is $1$ on that diagonal and $0$ on the sides of the square.

Let $T$ be the triangle $0<\xi<\eta<1$, and put $q=1-p$ there. Since $p$ is symmetric,
\begin{equation}
c=\int_T[w(\xi)+w(\eta)](1-q)\,dA
=\frac16-\int_T[w(\xi)+w(\eta)]\,q\,dA .
\end{equation}
Take $V=w(\xi)w(\eta)$. Because $w''=-2$, $\nabla^2V=-2[w(\xi)+w(\eta)]$. Green's identity with $\nabla^2q=0$ gives
\begin{equation}
\int_T[w(\xi)+w(\eta)]q\,dA
=-\frac12\oint(q\,\partial_nV-V\partial_nq)\,ds .
\end{equation}
On each leg $q=1$, $V=0$, and $\partial_nV=-w$, which integrates to $-1/6$. On the diagonal $q=0$. The right side is therefore $\frac16+\frac12\int_{\rm diag}V\partial_nq\,ds$, and $c=-\frac12\int_{\rm diag}V\partial_nq\,ds$. The corner jumps of $q$ do no harm, because $V$ vanishes there quadratically.

Extend $q$ to the whole square by $q(\eta,\xi)=-q(\xi,\eta)$. On the diagonal this gives $q_\eta=-q_\xi$. The outward normal is $(1,-1)/\sqrt2$ and $ds=\sqrt2\,dt$, so $\partial_nq\,ds=2q_\xi\,dt$ and
\begin{equation}
c=-\int_0^1w(t)^2\,q_\xi(t,t)\,dt .
\label{cdiag}
\end{equation}

The extended $q$ is $+1$ on $\xi=0$ and $\eta=1$, and $-1$ on $\xi=1$ and $\eta=0$. Expanding the side values in sines, with $a=k\pi$ and $k$ odd,
\begin{align}
q=\sum_{k\,\rm odd}\frac{4}{a\sinh a}\Big\{&
\sin a\eta\,[\sinh a(1-\xi)-\sinh a\xi]\nonumber\\
&+\sin a\xi\,[\sinh a\eta-\sinh a(1-\eta)]\Big\}.
\end{align}
Differentiating with respect to $\xi$ and setting $\xi=\eta=t$,
\begin{align}
-q_\xi(t,t)=\sum_{k\,\rm odd}\frac4{\sinh a}\Big\{&
\sin at\,[\cosh a(1-t)+\cosh at]\nonumber\\
&-\cos at\,[\sinh at-\sinh a(1-t)]\Big\}.
\end{align}
Under $t\to1-t$, $w^2$ and $\sin at$ are unchanged and $\cos at$ changes sign. The terms containing $1-t$ thus contribute as much as the others:
\begin{equation}
c=\sum_{k\,\rm odd}\frac{8J_a}{\sinh a},\quad
J_a=\int_0^1w^2(\sin at\cosh at-\cos at\sinh at)\,dt .
\end{equation}

Let $\phi=\cos at\cosh at$. The bracket is $-\phi'/a$. One integration by parts, with $w^2=0$ at both ends, gives $J_a=a^{-1}\int_0^1P\phi\,dt$, where $P=(w^2)'=2t-6t^2+4t^3$. Further differentiation gives $\phi''=-2a^2\sin at\sinh at$ and $\phi''''=-4a^4\phi$. Since $P''''=0$,
\begin{equation}
\int_0^1P\phi\,dt=-\frac1{4a^4}
\Big[P\phi'''-P'\phi''+P''\phi'-P'''\phi\Big]_0^1 .
\end{equation}
At both ends $P=0$ and $\phi''=0$. Also $P''(1)=12$, $P'''=24$, $\phi'(0)=0$, $\phi'(1)=-a\sinh a$, $\phi(0)=1$ and $\phi(1)=-\cosh a$. The bracket equals $-12a\sinh a+24\cosh a+24$, whence
\begin{equation}
J_a=\frac{3a\sinh a-6(\cosh a+1)}{a^5}.
\end{equation}
With $(\cosh a+1)/\sinh a=\coth(a/2)$ and $\sum_{k\,\rm odd}k^{-4}=\pi^4/96$,
\begin{equation}
c=\frac14-\frac{48}{\pi^5}\sum_{k\,\rm odd}
\frac{\coth(k\pi/2)}{k^5}=0.0783 .
\label{c}
\end{equation}
Dividing \eqref{W} by \eqref{scaled} gives, for large $L$ and $N\ll1$,
\begin{equation}
\frac W\omega\simeq\frac{L}{30c}=0.426\,L .
\label{ratio}
\end{equation}

The ratio contains neither $F$ nor $D$. It is the average of $2z(L-z)/L$ over first-meeting sites, and so cannot exceed $L/2$. Solving the two-walker equations on the lattice gives ratios of 8.51, 17.03, 34.07 and 68.14 for $L=20$, 40, 80 and 160. A constant capture number would change the prefactor of $W$ but not this trend: fitted at $L=20$, it would still leave a factor of 8 at $L=160$.

\section*{Two limits}

For $L=2$ there is one site. Equation \eqref{W} gives $W=F^2/(2D)$, and the true rate is $Fn_1=F^2/(2D)$. Mean field is right here because the first hop after a meeting removes an atom, so no second meeting is possible.

The opposite case is a strong edge barrier $\Delta E$, with outward rate $D_e=De^{-\Delta E/k_BT}$ from each end site. If $D/D_e\gg L$, the density is uniform and nearly every pair meets. Balancing landing and loss gives $n=F(L-1)/(2D_e)$. Then $\omega\simeq F(L-1)^2n$ and $W\simeq2D(L-1)n^2$, provided $N$ is still small and $L$ large, so
\begin{equation}
\frac W\omega\simeq\frac{2Dn}{F(L-1)}=\frac D{D_e}=e^{\Delta E/k_BT}.
\end{equation}
The manuscript is right that trapping makes mean field worse. Removing the barrier, however, leaves the factor \eqref{ratio}, not unity. The linear growth with $L$ is specific to diffusion along a line. On an isotropic $L\times L$ terrace with absorbing edges, the same two-walker calculation gives ratios of only 1.3, 1.6, 1.9 and 2.2 for $L=4$, 6, 10 and 16.

\section*{Size of the error in a growth experiment}

Take round, illustrative parameters for slow molecular-beam growth on a surface whose atomic troughs guide the adatoms: trough barrier $0.40$ eV, prefactor $10^{13}\ {\rm s}^{-1}$, flux $0.01$ per site per second, and $L=100$, or 28 nm. The temperature, 250 K, is deliberately low, so that dimers are nearly stable. With $k_BT=0.02154$ eV,
\begin{align}
D&=10^{13}e^{-0.40\,{\rm eV}/k_BT}\ {\rm s}^{-1}=8.64\times10^4\ {\rm s}^{-1},\\
N&=\frac{0.01\times100\times9999}{12\times8.64\times10^4}=0.0096,\\
\omega&=\frac{0.0783\times10^{-4}\times10^8}{2\times8.64\times10^4}\ {\rm s}^{-1}
=4.5\times10^{-3}\ {\rm s}^{-1},\\
W&=\frac{10^{-4}\times10^{10}}{60\times8.64\times10^4}\ {\rm s}^{-1}
=0.193\ {\rm s}^{-1}.
\end{align}
The mean waiting time is 221 s, against 5.2 s in mean field. An adatom stays about 0.01 s, so the rates are steady over a 5 s exposure. The chance of a dimer in that time, $1-e^{-\omega t}$, is 2.2\%; mean field gives 62\%. Read backwards at fixed $F$ and $D$, mean field assigns the true rate for 100 sites to a terrace of only $100\times42.6^{-1/5}\approx47$ sites.

Real terraces depart from the model in several ways. They grow: if islands are spaced by $2L$ and capture all atoms landing in that length, $L$ rises by 10\% in 5 s and the expected number of dimers by 22\%. The 221 s is therefore a measure of the rate at fixed length, not a forecast. A residual edge barrier can matter much more, depending on its height. At 0.02 eV the true rate rises by 12\% and the overestimate is 44; at 0.10 eV the rate rises twelvefold and the overestimate is 148. These are leading-order values for small $N$. The 0.10 eV barrier raises $N$ to about 0.07, and corrections for finite $N$ then lower the true rate by roughly a tenth. In that last case $D/D_e\approx104$ is comparable with $L$, so the strong-barrier limit is not yet reached.

The other effects estimated are smaller. For a cross-trough barrier of 0.70 eV, an adatom makes 0.0015 such hops per stay. For a bond of 0.35 eV, a dimer breaks up at 3\% of the rate at which it captures another atom if two hops can separate it, and at 6\% if four can, as in the shared-site model. A central pair that separates meets again with probability near 98\%, so the net loss is much smaller still. Letting dimers form on neighbouring sites raises the true rate by 2.4\% and gives an overestimate of 41.6. Adatom interactions at a distance and dimer motion are not included.

The condition $N\ll1$ was tested on a terrace with $L=10$ by keeping all adatom configurations. At $N=10^{-4}$ the inverse mean time to the first dimer differs from \eqref{omega} by $-0.014\%$. At the example's $N$, still with $L=10$, the difference is $-1.4\%$. For the example's $D$ and $F$, $N$ would reach one near $L=(12D/F)^{1/3}\approx470$, and \eqref{ratio} should not be carried that far.

\section*{Requested revision}

The manuscript should replace \eqref{Wdef} by \eqref{omega}, or by \eqref{scaled} for long terraces without an edge barrier, and recompute every length inferred from a dimer rate. The statement that a vanishing edge barrier justifies mean-field theory should be withdrawn. The numerical output gives the lattice values and most of the estimates used above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
continuum constant c: 0.078269
predicted overestimate per site of length, 1/(30c): 0.42588
L =  20: lattice c = 0.078374, overestimate = 8.506
L =  40: lattice c = 0.078302, overestimate = 17.028
L =  80: lattice c = 0.078278, overestimate = 34.067
L = 160: lattice c = 0.078271, overestimate = 68.139
meeting chance from x=0.3L, y=0.7L: lattice 0.38900, series 0.38899
L = 100: all meetings / mean-field rate: 1.00000000
L = 100: meetings of a pair that first meets at the centre: 50.00
L = 10, population 1e-4: master equation / pair formula - 1: -1.43e-04
L = 10: mean-field / true rate: 4.246
temperature: 250 K, kT: 0.02154 eV
trough barrier: 0.40 eV, prefactor: 1e+13 1/s
flux: 0.010 per site per s
terrace length: 100 sites = 28.0 nm
hop rate D per direction: 8.6368e+04 1/s
mean adatom population: 0.00965
mean residence time: 9.745e-03 s
true dimer rate, formula: 4.5311e-03 1/s
true dimer rate, lattice: 4.5315e-03 1/s
mean-field dimer rate: 1.9297e-01 1/s
overestimate: 42.59
mean waiting time: true 220.7 s, mean-field 5.18 s
dimer chance in 5 s: true 0.0224, mean-field 0.6190
terrace lengthening in 5 s, island spacing 2L: 10.0 %
  its factor on expected dimers: true 1.221, mean-field 1.286
edge barrier 0.02 eV: true rate x 1.122, overestimate 43.94
edge barrier 0.10 eV: true rate x 11.962, overestimate 148.01
cross-trough barrier 0.70 eV: hops per residence 1.51e-03
dimer bond 0.35 eV: break-up rate 1.519e-02 1/s
  capture rate of a central dimer: 0.495 1/s, break-up/capture: 0.0307
third-adatom correction at this population (L = 10): -1.36 %
neighbour-site rule: true rate x 1.0238, overestimate 41.57
\end{verbatim}
